\section*{Zero-temperature conductance fluctuations from a narrow wire to a square film}

\section{Problem}

A disordered metal film of length $L$ and width $W$ joins two wide leads. Its thickness is so small that diffusion across it plays no part. Electrons diffuse elastically and stay phase coherent throughout, and the temperature is zero. The states are spin degenerate, time reversal holds and spin-orbit scattering is absent. Samples prepared alike, with different impurity positions, have different conductances $G$.

Find the root-mean-square (rms) deviation of $G$ from its mean as a function of $a=L/W$, and evaluate it for a narrow wire, $a\to\infty$, and for a square, $a=1$.

Three conditions define the regime. The mean free path $l$ is much shorter than $L$. The mean conductance is much larger than $e^2/h$, so results are of leading order in its inverse. The narrow wire has $W\ll L$ but still carries many channels and is much shorter than its localization length.

\section{First estimate by scaling}

Let $\nu$ be the density of states per area and energy, $D$ the diffusion constant, and $e^2\nu D$ the conductivity. Then
\begin{equation}
G=e^2\nu D\,\frac{W}{L}=\frac{e^2}{\hbar}\,(\nu LW)\,\frac{\hbar D}{L^2}.
\end{equation}
Apart from numerical factors, $G$ is $e^2/h$ times the number of levels in an energy window $\hbar D/L^2$. Levels of a disordered metal repel, so this number fluctuates by about one, not by the square root of its mean. Hence the rms of $G$ should be of order $e^2/h$, whatever the conductivity.

The shape enters through the slow diffusion modes. A mode with $m$ half-waves along the sample and $j$ across it decays at a rate proportional to $m^2+a^2j^2$. Suppose its contribution to the variance goes as its lifetime squared, because a correlation between two conductances needs two diffusion propagators. In a wire the slowest mode $(1,0)$ dominates. In a square, $(1,1)$ decays twice as fast and adds a quarter. The estimate is therefore
\begin{equation}
\frac{\mathrm{rms}\,G_{\rm square}}{\mathrm{rms}\,G_{\rm wire}}\approx\sqrt{1+\tfrac14}\approx1.12 .
\end{equation}
The prefactor remains unknown.

\section{Solution}

\subsection{A generating function}

Let $t$ be the transmission matrix for one spin and $g=\mathrm{Tr}\,tt^\dagger$ the conductance per spin in units of $e^2/h$. Define
\begin{equation}
F(\theta)=\mathrm{Tr}\ln\!\left[1-\sin^2(\theta/2)\,tt^\dagger\right]
=-\frac{\theta^2}{4}\,g+O(\theta^4).
\end{equation}
Since $F$ is even and starts at $\theta^2$, the coefficient of $\theta_1^2\theta_2^2$ in the covariance of $F(\theta_1)$ and $F(\theta_2)$ comes from the two leading terms alone and equals $\mathrm{var}(g)/16$.

The starting point is the diffusive nonlinear sigma model, taken here as the established long-distance theory of a disordered metal. It represents the disorder average of $\prod_\alpha e^{F(\theta_\alpha)}$ by an integral over Hermitian matrices $Q(\mathbf r)$ with $Q^2=1$. There is one $2\times2$ block, with Pauli matrices $\sigma_{x,y,z}$, for each copy $\alpha$ of the system. The weight is $e^{-S}$ with
\begin{equation}
S=\frac{\sigma}{8}\int d^2r\;\mathrm{tr}(\nabla Q)^2 ,
\end{equation}
where $\sigma$ is the conductivity per spin in $e^2/h$. One lead fixes $Q=\sigma_z$ in each copy; the other fixes $\sigma_z$ rotated by $\theta_\alpha$. The saddle point is the uniform rotation
\begin{equation}
Q_\alpha=\sigma_z\cos\frac{\theta_\alpha x}{L}+\sigma_x\sin\frac{\theta_\alpha x}{L},\qquad
\mathrm{tr}(\partial_xQ_\alpha)^2=\frac{2\theta_\alpha^2}{L^2}.
\end{equation}
Its action is $\sigma W\theta_\alpha^2/(4L)$, so the mean of $F$ is $-\theta_\alpha^2\bar g/4$ with $\bar g=\sigma W/L$. This is Ohm's law, and it confirms the factor $1/8$.

\subsection{Modes around the twisted saddle}

Take two copies, and let $\Lambda$ be the block-diagonal matrix with $\sigma_z$ in each. Write
\begin{equation}
Q=V\Lambda V^\dagger,\qquad V=R\,e^{iP/2},\qquad R_\alpha=e^{-i\theta_\alpha x\sigma_y/(2L)},
\end{equation}
where $P$ is Hermitian and anticommutes with $\Lambda$. With $A=V^\dagger\nabla V$ one has $\nabla Q=V[A,\Lambda]V^\dagger$. The part of $A$ that commutes with $\Lambda$ drops out. The anticommuting part $A_\perp$ gives $[A_\perp,\Lambda]=2A_\perp\Lambda$, and therefore
\begin{equation}
\mathrm{tr}(\nabla Q)^2=4\,\mathrm{tr}(A_\perp\Lambda A_\perp\Lambda)=-4\,\mathrm{tr}A_\perp^2 .
\end{equation}
Let $X$ be block diagonal with entries $\theta_\alpha\sigma_y/(2L)$, so that $R^\dagger\partial_xR=-iX$. Both $X$ and $P$ anticommute with $\Lambda$; hence $[P,X]$ commutes with it and $[P,[P,X]]$ anticommutes. Expansion of the exponentials to second order in $P$ gives, for the $x$ component,
\begin{equation}
A_\perp=-i\left(X-\tfrac12\partial_xP-\tfrac18[P,[P,X]]\right).
\end{equation}
The $y$ component is $\tfrac i2\partial_yP$. Squaring, and using $\mathrm{tr}\,X[P,[P,X]]=-\mathrm{tr}[X,P]^2$,
\begin{equation}
\mathrm{tr}(\nabla Q)^2=4\,\mathrm{tr}X^2-4\,\mathrm{tr}X\partial_xP+\mathrm{tr}(\nabla P)^2+\mathrm{tr}[X,P]^2 .
\end{equation}
The linear term integrates to zero because $X$ is constant and $P$ vanishes at the leads. The commutator is anti-Hermitian, so the last term is negative: a twist softens the modes.

Correlations between the copies come from the off-diagonal block $P_{12}=u\sigma_x+v\sigma_y$, with complex fields $u,v$. From $\sigma_y\sigma_x=-i\sigma_z$ and $\sigma_x\sigma_y=i\sigma_z$,
\begin{equation}
[X,P]_{12}=\frac{1}{2L}\left[-i(\theta_1+\theta_2)\,u\,\sigma_z+(\theta_1-\theta_2)\,v\right].
\end{equation}
The second-order action is therefore
\begin{equation}
\begin{aligned}
S_2=\frac{\sigma}{2}\int d^2r\Big[&|\nabla u|^2-\Big(\frac{\theta_1+\theta_2}{2L}\Big)^2|u|^2\\
&+|\nabla v|^2-\Big(\frac{\theta_1-\theta_2}{2L}\Big)^2|v|^2\Big].
\end{aligned}
\end{equation}
The fields vanish at the leads, and no current crosses the sides. The modes are $\sin(\pi mx/L)\cos(\pi jy/W)$ with $m\ge1$ and $j\ge0$, and their eigenvalues are
\begin{equation}
\frac{\pi^2}{L^2}(m^2+a^2j^2)-\Big(\frac{\theta_1\pm\theta_2}{2L}\Big)^2 .
\end{equation}
As a test, the action of a discretized $Q$ was perturbed numerically along the lowest sine modes at twists of 1.3 and 0.7. The lowest eigenvalues times $L^2$ came out as 8.8696 for the sum and 9.7796 for the difference, equal to the formula at this precision.

\subsection{From the modes to the series}

A complex Gaussian integral is inversely proportional to its eigenvalue. Relative to the untwisted system, the modes joining copies 1 and 2 contribute to the logarithm of the integral
\begin{equation}
f(\theta_1,\theta_2)=-\sum_{m,j}\sum_{\pm}\ln\!\left[1-\frac{(\theta_1\pm\theta_2)^2}{4\pi^2(m^2+a^2j^2)}\right].
\end{equation}
With $n_1$ copies at $\theta_1$ and $n_2$ at $\theta_2$, the covariance of the two $F$ is the coefficient of $n_1n_2$. The total number of copies must vanish, since otherwise the disorder average carries an unwanted determinant weight. One therefore adds $n_0=-n_1-n_2$ untwisted copies. The terms $n_1n_0f(\theta_1,0)$ and $n_2n_0f(0,\theta_2)$ then also contain $n_1n_2$, and
\begin{equation}
\mathrm{cov}(F_1,F_2)=f(\theta_1,\theta_2)-f(\theta_1,0)-f(0,\theta_2).
\end{equation}
This vanishes when either twist is zero, as it must.

Use $-\ln(1-z)=z+z^2/2+\dots$. The first-order terms contain $(\theta_1+\theta_2)^2+(\theta_1-\theta_2)^2=2\theta_1^2+2\theta_2^2$ and cancel in the covariance. The second-order numerator is
\begin{equation}
(\theta_1+\theta_2)^4+(\theta_1-\theta_2)^4=2\theta_1^4+12\,\theta_1^2\theta_2^2+2\theta_2^4,
\end{equation}
over $32\pi^4(m^2+a^2j^2)^2$. Multiplying the mixed coefficient $12/32$ by 16 gives 6, so for one spin without time-reversal symmetry
\begin{equation}
\mathrm{var}\,g=\frac{6}{\pi^4}\,S(a),\qquad
S(a)=\sum_{m=1}^{\infty}\sum_{j=0}^{\infty}\frac{1}{(m^2+a^2j^2)^2}.
\end{equation}
Time reversal adds modes joining copy 1 to the reversed copy 2. Reversal changes $\theta_2$ to $-\theta_2$, which leaves the product over both signs unchanged, so the variance doubles. Two equal spin contributions give $G=2g\,e^2/h$ and multiply the variance by four. With $6\cdot2\cdot4=48$,
\begin{equation}
\mathrm{var}\,G=\left(\frac{e^2}{h}\right)^2\frac{48}{\pi^4}\,S(a).
\label{main}
\end{equation}
The lifetime-squared weight assumed in the estimate is now derived.

\subsection{Narrow wire}

As $a\to\infty$ the row $j=0$ remains. Its sum follows from $\sin z/z=\prod_m(1-z^2/\pi^2m^2)$. The logarithm of the left side is $-z^2/6-z^4/180-\dots$, and that of the right side is $-\sum_mz^2/(\pi^2m^2)-\tfrac12\sum_mz^4/(\pi^4m^4)-\dots$. Hence
\begin{equation}
\sum_m\frac1{m^2}=\frac{\pi^2}{6},\qquad \sum_m\frac1{m^4}=\frac{\pi^4}{90},
\end{equation}
and
\begin{equation}
\mathrm{rms}\,G_{\rm wire}=\sqrt{\frac{48}{90}}\,\frac{e^2}{h}=\sqrt{\frac{8}{15}}\,\frac{e^2}{h}\approx0.730\,\frac{e^2}{h}.
\end{equation}

\subsection{Square film}

For $a=1$ each term is $|z|^{-4}$ with $z=m+ij$ a Gaussian integer, where $i$ is the imaginary unit. Multiplication by $1,i,-1,-i$ turns any nonzero $z$ into one number with $m\ge1$, $j\ge0$, so the sum takes one member of each set of four. Unique factorization of Gaussian integers turns it into a product of $(1-N^{-2})^{-1}$ over Gaussian primes of squared modulus $N$, one from each set.

The prime 2 gives one Gaussian prime with $N=2$. An ordinary prime $p$ of the form $4k+1$ splits into two with $N=p$. A prime of the form $4k+3$ remains prime, with $N=p^2$, and
\begin{equation}
\frac{1}{1-p^{-4}}=\frac{1}{1-p^{-2}}\;\frac{1}{1+p^{-2}} .
\end{equation}
Every ordinary prime thus supplies one factor $(1-p^{-2})^{-1}$, and together these make $\sum n^{-2}=\pi^2/6$. The remaining factors are $(1-\chi(p)p^{-2})^{-1}$, with $\chi=1$ for $p=4k+1$, $\chi=-1$ for $p=4k+3$ and $\chi(2)=0$. Since $\chi$ is multiplicative, they make Catalan's constant,
\begin{equation}
K=1-\frac1{3^2}+\frac1{5^2}-\frac1{7^2}+\dots\approx0.915966 .
\end{equation}
Therefore $S(1)=\pi^2K/6\approx1.506703$ and
\begin{equation}
\mathrm{rms}\,G_{\rm square}=\sqrt{\frac{8K}{\pi^2}}\,\frac{e^2}{h}\approx0.862\,\frac{e^2}{h}.
\end{equation}
Direct summation to radius 2000 gives 1.506702814, and the integral over the omitted terms adds $1.96\times10^{-7}$, which restores the closed value.

\subsection{Between and beyond the two shapes}

Each term with $j\ge1$ decreases as $a$ grows, so the rms rises steadily as a wire of fixed length is widened. For numbers, take the logarithmic derivative of $\sinh(\pi y)/(\pi y)=\prod_m(1+y^2/m^2)$:
\begin{equation}
\sum_{m}\frac1{m^2+y^2}=\frac{\pi\coth\pi y}{2y}-\frac1{2y^2}.
\end{equation}
Applying $-(2y)^{-1}d/dy$ to both sides gives
\begin{equation}
\sum_{m}\frac1{(m^2+y^2)^2}=\frac{\pi\coth\pi y}{4y^3}+\frac{\pi^2}{4y^2\sinh^2\pi y}-\frac1{2y^4}.
\end{equation}
Set $y=aj$ and sum over $j\ge1$. For $a\gtrsim1$ the hyperbolic functions differ little from their limits, and
\begin{equation}
S(a)\approx\frac{\pi^4}{90}+\frac{\pi\zeta(3)}{4a^3}-\frac{\pi^4}{180a^4},\qquad \zeta(3)=\sum_n n^{-3},
\end{equation}
with exponentially small corrections. With these included, the rms is 0.787, 0.758, 0.740 and 0.733 $e^2/h$ at $L/W=1.5$, 2, 3 and 5. The wire limit is approached as $(W/L)^3$, so a moderately elongated sample is already close to it.

In the opposite limit, $W\gg L$, the sum over $j$ becomes an integral:
\begin{equation}
S\approx\sum_m\int_0^\infty\frac{dj}{(m^2+a^2j^2)^2}=\sum_m\frac{\pi}{4am^3}=\frac{\pi\zeta(3)}{4}\,\frac WL .
\end{equation}
The variance grows as $W/L$, like that of independent blocks side by side. The fluctuation is therefore independent of the conductivity in this regime, but not of the shape.

\section{Comparison}

\subsection{Estimate and solution}

Scaling gave the order $e^2/h$ and a rise of 12\% from wire to square. The solution gives $0.8617/0.7303=1.18$, a rise of 18\%. The sideways modes add $1.5067-1.0823=0.4244$ to $S$, of which the single mode $(1,1)$ supplies 0.25. The estimate identified the largest added term and missed the many smaller ones.

\subsection{A disordered lattice}

A square lattice with random site energies and hard walls tests the whole chain, including the sigma model. Each shape was sampled 1200 times. The length in \eqref{main} was increased by the contact length $\sigma W/N$, with $N$ open channels and $\sigma$ from the golden rule, so nothing was fitted.

For the wire, 18 sites wide with effective length 66.9, the lattice rms is $0.747\pm0.015\,e^2/h$ and the series gives 0.736. For the near-square sample, 30 wide with effective length 30.2, the values are $0.898\pm0.018$ and 0.860. The second lies 4\% above the series, about two standard errors. These values are not converged in the number of samples: 5100 and 3600 new samples of the same lattices give $0.721\pm0.007$ and $0.916\pm0.011$. The wire then lies about 2\% below the series and the near-square sample about 6\% above it, too far to be sampling noise. The mean conductances are only 3.7 and $6.0\,e^2/h$ and $l$ is not small against $L$, so corrections of this size are expected. The lattice supports the series to about 6\%, not better.

The wire also tests the generating function at a large twist. There the mode product is a sine product, and with time reversal
\begin{equation}
\mathrm{var}\,F(\theta)=2\left[4\ln\frac{\sin(\theta/2)}{\theta/2}-\ln\frac{\sin\theta}{\theta}\right].
\end{equation}
At $\theta=2$ this gives an rms of 0.442, and the lattice gives 0.442. The sampling error is about 2\%, and the neglected corrections in inverse conductance and in $l/L$ can reach several percent, so the agreement in the last digit is accidental. Keeping the $\theta^4$ term alone would give 0.365.

\subsection{Doped germanium}

Consider n-type germanium with $10^{19}$ electrons per cm$^3$, mobility 300 cm$^2$/Vs and thickness 20 nm, at 20 mK. These are rough values for heavily doped, metallic material. A film 200 nm long and 200 nm wide has
\begin{equation}
\bar G=\frac{(10^{25}\,\mathrm{m^{-3}})\,e\,(0.03\,\mathrm{m^2/Vs})(2\times10^{-8}\,\mathrm m)}{e^2/h}\,\frac{e^2}{h}\approx24.8\,\frac{e^2}{h}.
\end{equation}
Narrowing it to 40 nm, with all else fixed, leaves $4.96\,e^2/h$. The rms fluctuation is $0.862\,e^2/h=33.4\;\mu$S for the film and $0.733\,e^2/h=28.4\;\mu$S for the wire. Relative to these classical means they are 3.5\% and 14.8\%: the absolute fluctuation falls by 15\% while the mean falls fivefold. Weak localization, left out of these means, lowers that of the wire by about $\tfrac23\,e^2/h$ at leading order, to about $4.3\,e^2/h$. At so small a mean the next order in inverse conductance also lowers the wire's rms, by about 4\% to near $0.70\,e^2/h$ or $27\;\mu$S, which is more than the contact and thickness corrections below. The ratio is then about 16\%.

With rough valley masses of 1.6 and 0.08 electron masses, $D\approx6.2$ cm$^2$/s. The length $l=3D/v_F\approx8$ nm, with the Fermi velocity $v_F$ taken for the density-of-states mass, is an averaged value used below. The mobility and the conductivity mass of 0.117 give a scattering time of 20 fs. The free path is then about 7 nm across a valley axis and 1.6 nm along it, and the level broadening of 33 meV is about equal to the Fermi energy of 31 meV. Disorder this strong lies at the edge of the diffusive regime and makes the numbers illustrative. For a single averaged mass, the ratio of conductivity to ballistic conductance per area is a contact length of $4l/3$, which lowers the film rms by 1.5\%; the unequal valley masses reduce this shift to about 1\%. Thickness modes, if treated as diffusive, raise it by about 0.4\%. This is a rough estimate and not a bound, because $l$ is not far below the thickness. Thermal energy is 0.017 of $\hbar\pi^2D/L^2\approx100\;\mu$eV, so thermal smearing is weak.

Dephasing leaves less room. Thermal voltage noise averaged over a time $\tau$ is roughly $V^2\sim k_BT/(G\tau)$, and coherence ends when $eV\tau/\hbar\sim1$. Take $G$ over one coherent region, whose length is $\sqrt{D\tau}$ and whose width is that of the sample. This coherence length grows as the cube root of the width. It is about 570 nm in the film but 330 nm in the wire, not far above its length. The 966 nm printed for the film in the output would hold only in a film wider than that length. Some reduction of the wire's fluctuation is therefore possible.

The assumption most specific to germanium is that its four conduction valleys act as one system. This requires intervalley scattering faster than the diffusion time $L^2/(\pi^2D)\approx6.6$ ps. If the valleys stayed separate and fluctuated independently, four variances would add and the rms of a narrow wire would double. In the film, diffusion within each valley is anisotropic and changes the shape factor too, so the increase depends on the crystal direction of the current and can exceed two. Conversely, spin-orbit scattering faster than 6.6 ps would leave one of the four spin states of each pair of paths, the singlet, and halve the rms. A magnetic field far above one flux quantum $h/e$ through the film, about 0.1 T, removes the time-reversed modes and divides the rms by $\sqrt2$, provided the Zeeman splitting stays well below $\hbar\pi^2D/L^2$. The approach is slow: this orbital effect alone leaves about 0.94, 0.83 and 0.75 of the zero-field rms at 0.1, 0.3 and 1 T. Near 1 T the Zeeman splitting is comparable to $\hbar\pi^2D/L^2$ and the two spins fluctuate only partly together. In this film the two conditions therefore cannot both be met, and the rms falls through $1/\sqrt2$ without a plateau, to about 0.67 of its zero-field value at 1 T for a $g$-factor near 1.6. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
S wire = 1.082323, S square = 1.506703
Catalan constant = 0.915966
direct square sum to radius 2000 = 1.506702814
integral for the omitted tail = 1.96e-07
var G wire = 0.5333 (e^2/h)^2
var G square = 0.7425 (e^2/h)^2
rms G wire = 0.7303 e^2/h
rms G square = 0.8617 e^2/h
rms G at L/W = 5: 0.7325 e^2/h
rms G at L/W = 3: 0.7398 e^2/h
rms G at L/W = 2: 0.7582 e^2/h
rms G at L/W = 1.5: 0.7866 e^2/h
one-spin wire variance, no time reversal = 1/15 (e^2/h)^2
twists 1.3, 0.7 rad: lowest eigenvalues times L^2
  difference mode: 9.7796, formula 9.7796
  sum mode: 8.8696, formula 8.8696
lattice samples per shape = 1200, energy = -1.5 hopping
lattice wire: width 18, length 54 sites, disorder 2.0 hopping
  effective length = 66.9 sites, mean G = 3.69 e^2/h
  rms G = 0.747 +- 0.015, series 0.736 e^2/h
lattice square: width 30, length 24 sites, disorder 3.0 hopping
  effective length = 30.2 sites, mean G = 6.03 e^2/h
  rms G = 0.898 +- 0.018, series 0.860 e^2/h
wire, theta = 2.0 rad: -mean F/(g theta^2/4) = 0.975
  rms F = 0.442, full law 0.442, small-twist law 0.365
Ge: density 1e+19 cm^-3, mobility 300 cm2/Vs
Ge: masses 1.6, 0.08 m_e, valleys 4
Ge: length 200 nm, film width 200 nm, wire width 40 nm
Ge: thickness 20 nm, temperature 0.020 K
Fermi energy = 30.9 meV, k_F l = 3.48
diffusion constant = 6.19 cm2/s, mean free path = 8.3 nm
mean G: film 24.8 e^2/h, wire 4.96 e^2/h
rms G film = 0.862 e^2/h = 33.4 uS
rms G wire = 0.733 e^2/h = 28.4 uS
rms/mean: film 3.5 %, wire 14.8 %
finite wire width shifts rms by 0.31 %
thickness modes shift film rms by at most 0.43 %
contact length 4l/3 shifts film rms by -1.5 %
diffusion time L^2/(pi^2 D) = 6.55 ps
hbar/diffusion time = 100.5 ueV, kT = 1.72 ueV
kT/(hbar/diffusion time) = 0.0172, kT/E_F = 5.6e-05
rough coherence length: film 966 nm, wire 334 nm
field of one flux quantum h/e in the film = 103 mT
\end{verbatim}
